# Flexural phonon scattering: mirror symmetry and the perpendicular field

A suspended semiconducting monolayer ripples thermally, and its long-wave out-of-plane vibrations are soft and highly populated. Yet in a mirror-symmetric layer these flexural acoustic phonons do not scatter an electron within its band at first order in the displacement. Bias a pair of gates so that a field crosses the layer, and they do. The reason is a parity rule, and the strength of the new coupling follows from a balance of forces.

## The selection rule

Let the mirror \(\sigma_h\) take \(z\) to \(-z\). The layer may be one atom thick, or thicker but mirror-symmetric, like 2H-MoS2. Electrons move in a local mean-field potential. The band is nondegenerate, spin included; if spin-orbit coupling is neglected, spin is a spectator.

The mirror leaves the in-plane wavevector \(\mathbf k\) unchanged, so a nondegenerate state must be its eigenstate:

\[
\sigma_h|\mathbf k\rangle=p\,|\mathbf k\rangle .
\]

Here \(p=\pm1\) without spin and \(\pm i\) with spin. Since \(p\) is discrete, it cannot change along a band that crosses no other.

A flexural displacement is odd under the mirror. So is the potential change \(\delta V\) linear in it, including the response of the layer's electrons, because a symmetric layer responds to an odd disturbance with an odd potential. Inserting \(\sigma_h^\dagger\sigma_h=1\) on both sides of \(\delta V\) gives

\[
M=\langle\mathbf k'|\delta V|\mathbf k\rangle
=\langle\mathbf k'|\sigma_h^\dagger(\sigma_h\delta V\sigma_h^\dagger)\sigma_h|\mathbf k\rangle
=p^*p\,\langle\mathbf k'|(-\delta V)|\mathbf k\rangle=-M .
\]

Hence \(M=0\) at every phonon wavevector \(q\), provided both states have the same \(p\). The rule says nothing about transitions between opposite eigenvalues, such as spin partners in a degenerate band with spin-orbit coupling. Nor does it forbid terms of second order in the displacement, which are even.

A chain of Gaussian atoms, with one in-plane direction \(x\) and the normal \(z\), shows the contrast. At \(q=0.349\) Å\(^{-1}\) the intraband flexural element is zero to rounding. An in-plane displacement gives 1.8 eV/Å, and a flexural transition to the lowest odd state gives 3.3 eV/Å. The flexural force is strong, but it connects states of opposite parity.

## What the field changes

Let the electron charge be \(-e\) and its field energy \(+eFz\). \(F\) is the outside field, the mean of the values on the two faces, not the reduced field inside the layer. In atomic units the energy is \(Fz\).

The field mixes states of opposite parity. With \(H_0\) the Hamiltonian without field, \(V\) the layer potential (held fixed for now) and \(|n\rangle\) the states at the same \(\mathbf k\), first-order perturbation theory gives

\[
|\psi\rangle=|0\rangle+\sum_{n\neq0}|n\rangle\frac{F z_{n0}}{E_0-E_n}.
\]

Raising the whole layer by \(h\) changes its potential by \(-h\,\partial_zV\). Write \(f=-\partial_zV\) and let \(g\) be the matrix element per unit height. As \(f_{00}=0\) by parity,

\[
g=F\sum_{n\neq0}\frac{z_{0n}f_{n0}+f_{0n}z_{n0}}{E_0-E_n}.
\]

From \([H_0,p_z]=i\,\partial_zV\) follow \(f_{n0}=i(E_n-E_0)(p_z)_{n0}\) and \(f_{0n}=i(E_0-E_n)(p_z)_{0n}\). The denominators cancel:

\[
g=-iF\sum_n\left[z_{0n}(p_z)_{n0}-(p_z)_{0n}z_{n0}\right]
=-iF\langle[z,p_z]\rangle=F .
\]

The term \(n=0\) could be added because \(z_{00}=0\). In the chain at \(eF=0.01\) eV/Å, which is 1 MV/cm, the odd weight in the band state is only \(1.8\times10^{-6}\). Its amplitude, \(1.3\times10^{-3}\), multiplies an element of several eV/Å and enters twice, which gives the size of \(eF\).

The result rests neither on a weak field nor on a fixed \(V\): the layer's polarization by the field may be included in \(V\), since it moves with the layer. Any stationary state bound in \(z\) has \(\langle[H,p_z]\rangle=0\), so the mean force on it vanishes:

\[
\langle\partial_zV\rangle+F=0,\qquad g(q\to0)=-\langle\partial_zV\rangle=F .
\]

In ordinary units the coupling is \(eFh\). The electron rides on the layer and is lifted through a potential that stays fixed in space. In the chain the ratio \(g/eF\) at \(q=0\) is 0.999999, also at five times the field.

At finite \(q\), consider scattering from \(-q/2\) to \(+q/2\). An in-plane mirror exchanges these states and makes \(g\) even in \(q\). For a fixed, short-range potential, as in the chain, the correction therefore starts at \(q^2\). It is \(-0.032\%\) at 0.04 Å\(^{-1}\) and \(-0.128\%\) at 0.08 Å\(^{-1}\), four times as much. In a real layer the in-plane response of the layer and its carriers adds a much stronger dependence on \(q\), which is not of this form; it is treated under screening below.

An independent test freezes a wave \(h_0\cos qx\) into the chain. Half of its amplitude belongs to \(e^{iqx}\), so the degenerate levels at \(\pm q/2\) are coupled by \(h_0g/2\) and split by \(h_0g\). For \(h_0=0.02\) Å, diagonalization gives \(1.953\times10^{-4}\) eV, in agreement with \(h_0g\); without the field the splitting is zero to rounding. A second-order splitting, between the levels at \(\pm q\), survives without field: it is 1.2 meV at 0.1 Å and grows by a factor of 3.985 when the height doubles.

**Broken symmetry alone is not enough for a long-wave coupling.** A mirror-asymmetric layer without an outside field still has zero mean force, hence \(g(0)=0\). With a second, shallower atom raised by 1.2 Å and staggered along the chain, \(g\) is \(3.9\times10^{-4}\) eV/Å at 0.04 Å\(^{-1}\) and four times larger at 0.08 Å\(^{-1}\). With that atom in the same column as the first, it is roughly 200 times smaller. These values are for purely vertical displacements. In a real bending wave, atoms off the neutral plane also move sideways, in proportion to the slope; this adds a coupling of the same order, \(q^2\), which can be much larger. The intrinsic coupling therefore depends on the structure and on the exact form of the vibration, whereas the field coupling at \(q=0\) does not.

## From coupling to mobility

Write \(h(\mathbf r)=\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\) for a membrane of area \(A\), bending rigidity \(\kappa\) and tension \(\sigma\). Its elastic energy is \((A/2)\sum_{\mathbf q}K(q)|h_{\mathbf q}|^2\), with \(K=\kappa q^4+\sigma q^2\). The pair \(\pm\mathbf q\) contributes \(AK|h_{\mathbf q}|^2\), and the real and imaginary parts of \(h_{\mathbf q}\) each carry \(kT/2\) when phonon energies are far below \(kT\). Thus

\[
\langle|h_{\mathbf q}|^2\rangle=\frac{kT}{AK(q)} .
\]

For an isotropic mass \(m\) and nearly elastic scattering, the golden rule with \(\sum_{\mathbf k'}\to A\int k'dk'd\theta/4\pi^2\) and \(k'dk'=m\,dE'/\hbar^2\) gives

\[
\frac1\tau=\frac{Am}{2\pi\hbar^3}\int_0^{2\pi}d\theta\,(eF)^2\frac{kT}{AK(q)}(1-\cos\theta).
\]

On the energy circle \(q^2=2k^2(1-\cos\theta)\), so \((1-\cos\theta)/K=1/[2k^2(\sigma+\kappa q^2)]\). The angular integral has the form \(\int_0^{2\pi}d\theta/(a-b\cos\theta)=2\pi/\sqrt{a^2-b^2}\), with \(a=\sigma+2\kappa k^2\) and \(b=2\kappa k^2\). Since \(a^2-b^2=\sigma(\sigma+4\kappa k^2)\),

\[
\frac1\tau=\frac{m(eF)^2kT}{2\hbar^3k^2\sqrt{\sigma(\sigma+4\kappa k^2)}} .
\]

For weak tension, \(\sigma\ll4\kappa k^2\), the rate varies as \(F^2/(k^3\sqrt{\sigma\kappa})\). It diverges as \(\sigma\to0\), through small angles, unless something else cuts off the long waves. For strong tension it becomes proportional to \(F^2/(k^2\sigma)\), and rigidity drops out.

With Maxwell statistics \(\mu=e\langle v_x^2\tau\rangle/kT\). In two dimensions the density of states is constant and \(v_x^2\) averages to \(E/m\) over angle, so with \(x=E/kT\)

\[
\mu=\frac em\int_0^\infty x\,\tau(xkT)\,e^{-x}dx .
\]

## Screening by the tilted layer

On a sloping layer the outside field has an in-plane component, which the layer and its carriers screen. Let \(U_0=eFh_q\) be the bare energy and \(U\) the total. A sheet charge \(\rho_q\) produces the potential \(\rho_q/(2\varepsilon_0q)\) in its own plane. In-plane polarization with sheet susceptibility \(\chi\) (in-plane dipole moment per area divided by field) adds \(-r_0qU\), where \(r_0=\chi/2\varepsilon_0\). For waves long compared with the thermal electron wavelength, the density \(n\) of nondegenerate carriers changes by \(-nU/kT\). This adds \(-(q_s/q)U\), where \(q_s=e^2n/(2\varepsilon_0kT)\). Therefore

\[
U=\frac{eFh_q}{1+r_0q+q_s/q}.
\]

Polarization \(P\) normal to the layer adds no further long-range term. To first order its bound charge is \(Ph_q(\partial_z^2-q^2)\delta(z)\), and Poisson's equation gives the local potential \(-Ph_q\delta(z)/\varepsilon_0\). That is the layer's own potential step, displaced with it.

## How large it is

Take rough values in the regime of suspended 2H-MoS2: \(m=0.5\,m_e\), \(\kappa=10\) eV, \(\sigma=0.1\) N/m, \(r_0=4\) nm, 300 K, \(F=1\) MV/cm and \(n=10^{10}\) cm\(^{-2}\).

At \(E=kT\), \(\hbar^2k^2/m=2kT\), and the rate formula reduces to

\[
\frac{\hbar}{\tau}=\frac{(eF)^2}{4\sqrt{\sigma(\sigma+4\kappa k^2)}} .
\]

With \(k=0.5825\) nm\(^{-1}\) and \(\sigma=0.624\) eV/nm\(^2\), the root is \(\sqrt{0.624\times14.2}=2.98\) eV/nm\(^2\). Then \(\hbar/\tau=0.100^2/(4\times2.98)=8.4\times10^{-4}\) eV. A golden-rule integral that keeps phonon energies and Bose factors gives the same value to the digits printed.

The thermal average gives an unscreened mobility of about 9000 cm\(^2\)/Vs. Screening raises it to about \(5\times10^4\). At \(q=\sqrt{\sigma/\kappa}=0.25\) nm\(^{-1}\), where tension and rigidity contribute equally, the screening factor is \(1+1.00+0.14=2.14\), and the rate contains its square. At larger \(q\) polarization screens more strongly.

For comparison, in-plane acoustic phonons with deformation potential \(D=4\) eV and stiffness \(C=130\) N/m have strain variance \(kT/(AC)\). Replacing \((eF)^2kT/K\) by \(D^2kT/C\) in the rate gives a constant \(\tau\) and \(\mu=e\hbar^3C/(m^2D^2kT)\), about 690 cm\(^2\)/Vs. The screened flexural mobility is about 74 times larger, so in-plane scattering dominates in this example. That ratio is not the fractional loss of mobility when both act: flexural scattering is stronger for slow electrons, so the two rates must be added at each energy before the thermal average. The two mobilities would meet near 8.6 MV/cm if the \(F^{-2}\) law and fixed carrier density are extrapolated that far; this is a scale, not an operating point, and at that field the pull of the field on induced charge, described below, would already destabilize a flat layer wider than about 55 nm.

The second-order process, which the mirror never forbade, should be compared. The stretching energy \(\tfrac12D|\nabla h|^2\), with unscreened \(D\) and no relaxation of in-plane strain, gives a mobility of about \(4\times10^4\) cm\(^2\)/Vs at any field. This overstates the scattering. In-plane sound, about 6.6 km/s, is far faster than the ripples, which are below 1 km/s for \(q\) up to 1 nm\(^{-1}\), so the in-plane strain relaxes. For the component of wavevector \(\mathbf q\) only \(\tfrac12D(1-\nu)(\partial_\perp h)^2\) survives, where \(\partial_\perp h\) is the slope across \(\mathbf q\) and \(\nu\) the Poisson ratio. For \(\nu\) between 0.15 and 0.25 the two-phonon mobility then rises to about \(3\times10^5\) to \(4\times10^5\) cm\(^2\)/Vs. In this model the field-induced one-phonon process at 1 MV/cm is therefore some six to seven times the stronger flexural limit, and the two-phonon process takes over at weaker fields.

Several other corrections are small in this example. At \(E=kT\) the largest phonon energy is 0.7 meV, and the unscreened transport width \(\hbar/\tau\), listed as level width in the output, is 3% of \(kT\). The band-edge filling is \(10^{-3}\). The full level width lacks the factor \(1-\cos\theta\) and is much larger: without screening it grows with the size of the layer, because the longest waves scatter often but through tiny angles; with screening it is still about \(kT\). The root-mean-square ripple potential is about \(0.26\,kT\) with screening and \(0.6\) to \(0.7\,kT\) without it for micrometre-sized layers, so the unscreened mobility in particular is only a rough figure. The rate formula therefore describes the loss of momentum, not the sharpness of the levels. Anharmonic stiffening is 5% at \(q=0.25\) nm\(^{-1}\). The field-emission exponent for a 4 eV barrier is 546, so leakage from the layer is negligible.

## Real devices and remedies

One MV/cm is high for a suspended layer. The field also pulls on the charge it induces in a rippled layer, which softens the longest waves. With the example's tension and carrier density and distant gates, a flat layer wider than roughly 2 µm would be unstable, though the shorter waves that limit the mobility are hardly affected. At 0.1 MV/cm, with all else fixed, the one-phonon flexural mobility is a hundred times larger. Room-temperature mobilities of real MoS2 devices are, roughly, tens to a hundred cm\(^2\)/Vs. Optical phonons, impurities and contact with a substrate, all omitted here, must be included before comparing totals.

A supported device breaks the assumption of a free membrane. A rigid support adds a spring constant per area to \(K\), roughly \(10^{20}\) N/m\(^3\) for van der Waals contact, or about 600 eV/nm\(^4\). The free membrane has \(K\approx19\) eV/nm\(^4\) at \(q=2k\), the largest value reached at \(E=kT\), and less at smaller \(q\). At this energy bare field-induced scattering then falls by a factor of at least about thirty at every angle, and the transport rate by about 300. The reduction is smaller for faster electrons; the unscreened mobility rises about a hundredfold. The support's own vibrations and its direct forces on the electron are not in this estimate.

For a suspended channel, three measures follow from the formulas:

- **Balance the gates.** Equal and opposite fields on the two faces give \(F=0\) at finite carrier density. This restores the selection rule if the gates are at equal distances, or for waves much shorter than the distance to either gate; with unequal distances the image of the layer's own charge leaves a coupling for longer waves. With one gate the field is \(en/\varepsilon_0\) on one face and zero on the other, so \(eF=e^2n/2\varepsilon_0=q_skT\). At \(10^{10}\) cm\(^{-2}\) this is only 0.009 MV/cm; the example's field needs two gates of opposite bias. In a single-gate device the charge that accompanies the field also screens the coupling.
- **Add tension.** At fixed field and carrier energy, the unscreened rate falls as \(\sigma^{-1/2}\) while \(\sigma\ll4\kappa k^2\), and faster beyond. Strain must stay small enough not to alter the band.
- **Identify the process by its field dependence.** In a mirror-symmetric layer at fixed density, temperature and tension, the field-induced one-phonon rate grows as \(F^2\). A flexural contribution that remains at balanced gates must have another origin: two-phonon scattering, a mirror that is already broken, or one-phonon transitions between opposite mirror eigenvalues, such as spin flips with spin-orbit coupling.

The main computed values are listed in the numerical output below.

## Numbers as computed

```
MICROSCOPIC MODEL
cell length 3.0 angstrom; atom depth 15.0 eV
atom widths x, z: 0.8, 1.0 angstrom
field force eF: 0.010 eV/angstrom
flexural wave q: 0.3491 1/angstrom
no field, flexural intraband: 1.2e-14 eV/angstrom
no field, in-plane intraband: 1.785 eV/angstrom
no field, flexural even-to-odd: 3.288 eV/angstrom
odd weight mixed in by field: 1.80e-06
parity-mixing sum / eF: 0.999999
coupling / eF at q=0: 0.999999
same at five times the field: 0.999999
coupling/eF - 1 at q=0.04 1/angstrom: -3.209e-04
coupling/eF - 1 at q=0.08 1/angstrom: -1.280e-03
asymmetric layers: extra atom depth 5.0 eV
  extra atom height: 1.2 angstrom
  staggered: extra atom at x = 1.5 angstrom
  staggered, no field, q=0: 2.3e-07 eV/angstrom
  staggered, no field, q=0.04: 3.945e-04 eV/angstrom
  staggered, no field, q=0.08: 1.578e-03 eV/angstrom
  column (x = 0), no field, q=0: 2.5e-07 eV/angstrom
  column, no field, q=0.04: 2.165e-06 eV/angstrom
  column, no field, q=0.08: 7.890e-06 eV/angstrom
frozen wave height: 0.02 angstrom; cells: 6
splitting with field: 1.9531e-04 eV
height * coupling: 1.9530e-04 eV
same splitting without field: 5.2e-14 eV
second-order splitting, height 0.1 angstrom: 1.206e-03 eV
its ratio when height doubles: 3.985
SUSPENDED MONOLAYER, ROUGH 2H-MoS2 REGIME
temperature 300 K; kT 0.02585 eV; mass 0.50 m_e
rigidity 10.0 eV; tension 0.10 N/m
areal mass 3.0e-06 kg/m2; stiffness 130 N/m
deformation potential: 4.0 eV
field 1.0 MV/cm; force eF 0.100 eV/nm
carrier density 1e+10 1/cm2; r0 4.0 nm
thermal k 0.5825 1/nm; tension q 0.2498 1/nm
carrier screening q_s: 0.0350 1/nm
screening factor at tension q: 2.139
hbar/tau at E=kT, closed form: 8.3991e-04 eV
hbar/tau at E=kT, golden rule: 8.3991e-04 eV
flexural mobility, unscreened: 9040 cm2/Vs
flexural mobility, screened: 51077 cm2/Vs
in-plane acoustic mobility: 692 cm2/Vs
field for equal mobilities: 8.59 MV/cm
SIZE OF NEGLECTED EFFECTS
two-phonon flexural mobility: 42942 cm2/Vs
sampled/integrated two-phonon strength: 0.968
anharmonic stiffening at tension q: 5.0 percent
largest phonon energy at E=kT: 6.68e-04 eV
level width / kT, unscreened: 0.0325
band-edge filling n/N: 9.26e-04
field-emission barrier 4.0 eV; exponent 546
```
